# Continuum-solvent reaction field, dielectric eigenvalues and localization in a donor pair: verification in Python

```python
"""
Result under test: a linear continuum solvent with a fixed cavity adds a kernel
R = G_eps - v <= 0 to the Hartree-xc kernel K. At fixed response chi0 it raises
no eigenvalue e of the dielectric operator 1 - chi0 K. For one electron shared
by two equivalent donors the delocalized state is unstable when
    W > 2 t + alpha U.
t: coupling; W = R12 - R11: solvent term; U: self-repulsion difference J11 - J12;
alpha: fraction of self-repulsion left by the functional; m = n1 - n2.
Donors sit at +s and -s in a spherical cavity of radius b; each site density is
a spherical shell of radius w. beta is the linear mixing parameter.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import ellipkm1

# ---------- Part 1: general theorem on a 3D grid (atomic units, spacing 1) ----
side = 7
axis = np.arange(side) - side // 2
points = np.array([(x, y, z) for x in axis for y in axis for z in axis], float)
index = {tuple(p.astype(int)): i for i, p in enumerate(points)}
size = len(points)
cavity_radius, grid_eps = 2.6, 10.0


def poisson_matrix(eps_outside):
    """Flux form of -div(eps grad) with zero potential outside the box."""
    matrix = np.zeros((size, size))
    for i, p in enumerate(points):
        for direction in np.vstack([np.eye(3), -np.eye(3)]):
            face = p + direction / 2
            eps = eps_outside if np.linalg.norm(face) > cavity_radius else 1.0
            matrix[i, i] += eps
            j = index.get(tuple((p + direction).astype(int)))
            if j is not None:
                matrix[i, j] -= eps
    return matrix


laplace = poisson_matrix(1.0)
coulomb = 4 * np.pi * np.linalg.inv(laplace)
screened = 4 * np.pi * np.linalg.inv(poisson_matrix(grid_eps))
reaction = screened - coulomb
reaction = (reaction + reaction.T) / 2
reaction_spectrum = np.linalg.eigvalsh(reaction)
assert reaction_spectrum[-1] < 1e-10
assert np.linalg.eigvalsh((screened + screened.T) / 2)[0] > 0

# A charge whose vacuum field is confined to the cavity is unseen by the solvent.
confined_potential = np.zeros(size)
confined_potential[index[(0, 0, 0)]] = 1.0
hidden_charge = laplace @ confined_potential / (4 * np.pi)
assert np.linalg.norm(reaction @ hidden_charge) < 1e-10

well = 0.5 * (points**2 @ np.array([0.08, 0.10, 0.13]))


def grid_states(potential):
    return np.linalg.eigh(0.5 * laplace + np.diag(potential))


levels, orbitals = grid_states(well)
population = 2 * orbitals[:, 0]**2
transitions = orbitals[:, [0]] * orbitals[:, 1:]
chi0 = 4 * (transitions / (levels[0] - levels[1:])) @ transitions.T
exchange_kernel = np.diag(-(3 / np.pi)**(1 / 3) / 3 * population**(-2 / 3))

rng = np.random.default_rng(4)
change = 1e-4 * population * rng.standard_normal(size)
delta_v = (coulomb + exchange_kernel + reaction) @ change
plus = 2 * grid_states(well + delta_v)[1][:, 0]**2
minus = 2 * grid_states(well - delta_v)[1][:, 0]**2
linear = chi0 @ delta_v
assert np.linalg.norm((plus - minus) / 2 - linear) < 1e-4 * np.linalg.norm(linear)


def dielectric_spectrum(kernel):
    values = np.linalg.eigvals(np.eye(size) - chi0 @ kernel)
    assert np.max(np.abs(values.imag)) < 1e-6
    return np.sort(values.real)


vacuum_e = dielectric_spectrum(coulomb + exchange_kernel)
solvent_e = dielectric_spectrum(coulomb + exchange_kernel + reaction)
hartree_e = dielectric_spectrum(coulomb + reaction)
assert np.all(solvent_e <= vacuum_e + 1e-6)
assert np.max(vacuum_e - solvent_e) > 1e-3
assert hartree_e[0] > 1 - 1e-6

# ---------- Part 2: donor pair (eV and angstrom) -----------------------------
coulomb_const = const.e / (4 * np.pi * const.epsilon_0) * 1e10
t, s, b, w = 0.8, 3.0, 5.0, 1.5
beta = 0.5


def solvent_term(eps, lmax=61):
    l = np.arange(1, lmax + 1, 2)
    factor = (l + 1) * (eps - 1) / ((l + 1) * eps + l)
    return 2 * coulomb_const * np.sum(factor * s**(2 * l) / b**(2 * l + 1))


def ring_integral(rho1, z1, rho2, z2):
    """Integral of 1/distance over the azimuth of a ring."""
    total = (rho1 + rho2)**2 + (z1 - z2)**2
    near = (rho1 - rho2)**2 + (z1 - z2)**2
    return 4 / np.sqrt(total) * ellipkm1(near / total)


nodes, weights = np.polynomial.legendre.leggauss(240)
ring_rho, ring_z = b * np.sqrt(1 - nodes**2), b * nodes
off_diagonal = ~np.eye(len(nodes), dtype=bool)
surface = np.zeros((len(nodes), len(nodes)))
rows, cols = np.where(off_diagonal)
surface[rows, cols] = b**2 * weights[cols] * ring_integral(
    ring_rho[rows], ring_z[rows], ring_rho[cols], ring_z[cols])
# A uniform surface charge has potential 4 pi b: this fixes the singular diagonal.
np.fill_diagonal(surface, 4 * np.pi * b - surface.sum(axis=1))


def surface_charge(eps):
    """Apparent surface charge of a unit charge at z = +s, no multipoles used."""
    normal_field = (b - s * nodes) / (b**2 + s**2 - 2 * b * s * nodes)**1.5
    matrix = (2 * np.pi * (eps + 1) / (eps - 1) * np.eye(len(nodes))
              + surface / (2 * b))
    return np.linalg.solve(matrix, -normal_field)


def reaction_potential(sigma, rho, z):
    return coulomb_const * b**2 * np.sum(
        weights * sigma * ring_integral(rho, z, ring_rho, ring_z))


def site_reaction(eps):
    if eps == 1:
        return np.zeros((2, 2))
    sigma = surface_charge(eps)
    same = reaction_potential(sigma, 0.0, s)
    other = reaction_potential(sigma, 0.0, -s)
    return np.array([[same, other], [other, same]])


for eps in (3.0, 20.0):
    r_test = site_reaction(eps)
    assert abs(r_test[0, 1] - r_test[0, 0] - solvent_term(eps)) < 2e-3
    assert np.linalg.eigvalsh(r_test)[-1] < 0

# Spherical site density: shell average of the reaction potential = centre value.
sigma20 = surface_charge(20.0)
shell_x, shell_w = np.polynomial.legendre.leggauss(24)
shell_average = 0.5 * sum(
    wt * reaction_potential(sigma20, w * np.sqrt(1 - x * x), s + w * x)
    for x, wt in zip(shell_x, shell_w))
R20 = site_reaction(20.0)
assert abs(shell_average - R20[0, 0]) < 1e-4

# Shell self-repulsion and shell-shell repulsion by direct averaging.
# The substitution 1 - cos(angle) = y**2 removes the endpoint singularity.
J11 = coulomb_const * quad(lambda y: 1 / (w * np.sqrt(2)), 0, np.sqrt(2))[0]


def shell_potential(distance):
    return 0.5 * quad(lambda x: 1 / np.sqrt(
        distance**2 + w**2 - 2 * distance * w * x), -1, 1)[0]


J12 = coulomb_const * 0.5 * quad(lambda x: shell_potential(
    np.sqrt(4 * s**2 + w**2 + 4 * s * w * x)), -1, 1)[0]
J = np.array([[J11, J12], [J12, J11]])
U = coulomb_const * (1 / w - 1 / (2 * s))
assert abs(J11 - J12 - U) < 1e-7
W_limit = 2 * coulomb_const / b * (s / b)**2 / (1 - (s / b)**4)
assert abs(solvent_term(1e10) - W_limit) < 1e-7
assert U > W_limit


def scf_map(m, R, alpha=0.0):
    n = np.array([1 + m, 1 - m]) / 2
    potential = -R @ (1 - n) + alpha * J @ n
    h = np.diag(potential) - t * np.array([[0, 1], [1, 0]])
    c = np.linalg.eigh(h)[1][:, 0]
    return c[0]**2 - c[1]**2


def numeric_e(R, alpha=0.0, m=0.0, step=1e-4):
    slope = (scf_map(m + step, R, alpha) - scf_map(m - step, R, alpha)) / (2 * step)
    return 1 - slope


def energy_of_angle(theta, R, alpha=0.0):
    c = np.array([np.cos(theta), np.sin(theta)])
    n = c**2
    q = 1 - n
    return (-2 * t * c[0] * c[1] + 0.5 * np.sum(q * (R @ q), axis=0)
            + 0.5 * alpha * np.sum(n * (J @ n), axis=0))


angles = np.linspace(0, np.pi / 2, 40001)


def minimum(R, alpha=0.0):
    energies = energy_of_angle(angles, R, alpha)
    best = np.argmin(energies)
    symmetric = energy_of_angle(np.array([np.pi / 4]), R, alpha)[0]
    return abs(np.cos(2 * angles[best])), symmetric - energies[best]


def e_formula(eps, alpha=0.0):
    return 1 + (alpha * U - solvent_term(eps)) / (2 * t)


for eps in (1.0, 3.0, 20.0):
    for alpha in (0.0, 0.2, 1.0):
        R_now = site_reaction(eps)
        assert abs(numeric_e(R_now, alpha) - e_formula(eps, alpha)) < 2e-3
        step = 1e-3
        trio = energy_of_angle(
            np.arccos(np.array([-step, 0, step])) / 2, R_now, alpha)
        curvature = (trio[0] - 2 * trio[1] + trio[2]) / step**2
        assert abs(curvature - t * e_formula(eps, alpha)) < 2e-3

eps_c = brentq(lambda x: solvent_term(x) - 2 * t, 1.01, 100)
eps_c_numeric = brentq(lambda x: numeric_e(site_reaction(x)), 1.5, 30, xtol=1e-6)
assert abs(eps_c_numeric / eps_c - 1) < 5e-3
tau = t * b**3 / (s**2 * coulomb_const)
eps_c_dipole = (1 + tau / 2) / (1 - tau)
assert abs(solvent_term(eps_c_dipole, lmax=1) - 2 * t) < 1e-10
assert minimum(site_reaction(0.9 * eps_c))[0] < 0.01
assert minimum(site_reaction(1.1 * eps_c))[0] > 0.05

W20 = solvent_term(20.0)
m_star = np.sqrt(1 - (2 * t / W20)**2)
gain = W20 / 4 * (1 - 2 * t / W20)**2
m_numeric, gain_numeric = minimum(R20)
assert abs(m_numeric - m_star) < 3e-3
assert abs(gain_numeric - gain) < 1e-3
assert abs(numeric_e(R20, m=m_star) - m_star**2) < 5e-3
alpha_c = (W20 - 2 * t) / U
assert minimum(R20, 0.9 * alpha_c)[0] > 0.05
assert minimum(R20, 1.1 * alpha_c)[0] < 0.01


def run_scf(R, start=0.01, limit=5000):
    m = start
    for count in range(1, limit + 1):
        residual = scf_map(m, R) - m
        if abs(residual) < 1e-8:
            return m, count
        m += beta * residual
    raise RuntimeError("SCF did not converge")


runs = {eps: run_scf(site_reaction(eps)) for eps in (1.0, 3.0, 20.0)}
assert abs(runs[1.0][0]) < 1e-6 and abs(runs[3.0][0]) < 1e-6
assert abs(runs[20.0][0] - m_star) < 3e-3
assert runs[3.0][1] > runs[1.0][1]
small = 1e-4
growth = 1 + beta * (scf_map(small, R20) - small) / small
assert abs(growth - (1 - beta * e_formula(20.0))) < 2e-3
for trial_beta in (0.01, 0.1, 1.0):
    assert small + trial_beta * (scf_map(small, R20) - small) > small
saddle_m, saddle_count = run_scf(R20, start=0.0)
assert abs(saddle_m) < 1e-7

# ---------- Output ------------------------------------------------------------
print("GRID TEST (atomic units)")
print(f"grid points: {size}; cavity radius: {cavity_radius} bohr; eps: {grid_eps}")
print(f"reaction kernel, lowest eigenvalue: {reaction_spectrum[0]:.4f} hartree")
print(f"reaction kernel, highest eigenvalue: {reaction_spectrum[-1]:.1e} hartree")
print(f"lowest dielectric eigenvalue, vacuum: {vacuum_e[0]:.4f}")
print(f"lowest dielectric eigenvalue, solvent: {solvent_e[0]:.4f}")
print(f"highest dielectric eigenvalue, vacuum: {vacuum_e[-1]:.4f}")
print(f"highest dielectric eigenvalue, solvent: {solvent_e[-1]:.4f}")
print(f"largest lowering of an ordered eigenvalue: {max(vacuum_e-solvent_e):.4f}")
print(f"lowest eigenvalue, Hartree + solvent only: {hartree_e[0]:.6f}")
print("DONOR PAIR")
print(f"coupling t: {t} eV; 2t: {2*t:.1f} eV")
print(f"site offset s: {s} A; cavity radius b: {b} A; shell radius w: {w} A")
print(f"Coulomb constant: {coulomb_const:.4f} eV A")
print(f"self-repulsion difference U: {U:.4f} eV")
for eps in (1.0, 2.0, 3.0, 5.0, 20.0, 80.0):
    print(f"eps {eps:4.0f}: W = {solvent_term(eps):.4f} eV, "
          f"e(alpha=0) = {e_formula(eps):.4f}, e(alpha=1) = {e_formula(eps, 1):.4f}")
print(f"W for infinite eps: {W_limit:.4f} eV")
print(f"W at eps 20, dipole term only: {solvent_term(20.0, 1):.4f} eV")
print(f"W at eps 20, surface-charge solution: {R20[0,1]-R20[0,0]:.4f} eV")
print(f"critical eps, all multipoles: {eps_c:.4f}")
print(f"critical eps, surface charge + diagonalization: {eps_c_numeric:.4f}")
print(f"dipole parameter tau: {tau:.4f}; dipole critical eps: {eps_c_dipole:.4f}")
print(f"eps 20: localized m: {m_star:.4f}; from minimization: {m_numeric:.4f}")
print(f"eps 20: site populations: {(1+m_star)/2:.4f} and {(1-m_star)/2:.4f}")
print(f"eps 20: energy gain: {gain:.5f} eV; minimization: {gain_numeric:.5f} eV")
print(f"eps 20: dielectric eigenvalue at localized state: {m_star**2:.4f}")
print(f"eps 20: critical residual fraction alpha: {alpha_c:.4f}")
print(f"mixing beta: {beta}; start m: 0.01; residual limit: 1e-8")
for eps, (m_end, count) in runs.items():
    print(f"SCF at eps {eps:.0f}: {count} iterations, final |m| = {abs(m_end):.4f}")
print(f"eps 20: error factor per step near m = 0: {growth:.4f}")
print(f"eps 20, start m = 0: {saddle_count} iteration(s), |m| = {abs(saddle_m):.1e}")
print("all good")
```

Output:

```
GRID TEST (atomic units)
grid points: 343; cavity radius: 2.6 bohr; eps: 10.0
reaction kernel, lowest eigenvalue: -22.7614 hartree
reaction kernel, highest eigenvalue: 3.7e-15 hartree
lowest dielectric eigenvalue, vacuum: 0.9510
lowest dielectric eigenvalue, solvent: 0.8154
highest dielectric eigenvalue, vacuum: 1.6431
highest dielectric eigenvalue, solvent: 1.2623
largest lowering of an ordered eigenvalue: 0.4135
lowest eigenvalue, Hartree + solvent only: 1.000000
DONOR PAIR
coupling t: 0.8 eV; 2t: 1.6 eV
site offset s: 3.0 A; cavity radius b: 5.0 A; shell radius w: 1.5 A
Coulomb constant: 14.3996 eV A
self-repulsion difference U: 7.1998 eV
eps    1: W = 0.0000 eV, e(alpha=0) = 1.0000, e(alpha=1) = 5.4999
eps    2: W = 0.9412 eV, e(alpha=0) = 0.4117, e(alpha=1) = 4.9116
eps    3: W = 1.3491 eV, e(alpha=0) = 0.1568, e(alpha=1) = 4.6567
eps    5: W = 1.7224 eV, e(alpha=0) = -0.0765, e(alpha=1) = 4.4234
eps   20: W = 2.2044 eV, e(alpha=0) = -0.3777, e(alpha=1) = 4.1222
eps   80: W = 2.3369 eV, e(alpha=0) = -0.4606, e(alpha=1) = 4.0393
W for infinite eps: 2.3823 eV
W at eps 20, dipole term only: 1.9218 eV
W at eps 20, surface-charge solution: 2.2044 eV
critical eps, all multipoles: 4.1339
critical eps, surface charge + diagonalization: 4.1339
dipole parameter tau: 0.7716; dipole critical eps: 6.0681
eps 20: localized m: 0.6879; from minimization: 0.6879
eps 20: site populations: 0.8439 and 0.1561
eps 20: energy gain: 0.04143 eV; minimization: 0.04143 eV
eps 20: dielectric eigenvalue at localized state: 0.4732
eps 20: critical residual fraction alpha: 0.0839
mixing beta: 0.5; start m: 0.01; residual limit: 1e-8
SCF at eps 1: 21 iterations, final |m| = 0.0000
SCF at eps 3: 148 iterations, final |m| = 0.0000
SCF at eps 20: 87 iterations, final |m| = 0.6879
eps 20: error factor per step near m = 0: 1.1889
eps 20, start m = 0: 1 iteration(s), |m| = 0.0e+00
all good
```
